# Sixth-order Euler-Heisenberg term: why a pure magnetic field is not enough: a program that tests the result

```python
"""Weak-field expansion of the one-loop constant-field Lagrangian of QED.

Result under test (hbar = c = 1, Heaviside-Lorentz, e^2 = 4 pi alpha):
  L4 = e^4/(360 pi^2 m^4)  [S^2 + 7 P^2]
  L6 = e^6/(1260 pi^2 m^8) S [2 S^2 + 13 P^2]
with S = E^2 - B^2 and P = E.B.
In the code m = 1 and fields mean e*field/m^2, that is, field divided by the
critical field; Lagrangians are then in units of m^4.
a, b: magnetic and electric strengths in the frame of parallel fields.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

mp.mp.dps = 40
PI = np.pi


def invariants(E, B):
    return float(E @ E - B @ B), float(E @ B)


def fourth_order(S, P):
    return (S**2 + 7 * P**2) / (360 * PI**2)


def sixth_order(S, P):
    return S * (2 * S**2 + 13 * P**2) / (1260 * PI**2)


def parallel_strengths(S, P):
    root = np.hypot(S / 2, P)
    return np.sqrt(max(root - S / 2, 0)), np.sqrt(max(root + S / 2, 0))


def full_lagrangian(a, b, angle=0.5):
    """Renormalized proper-time integral on a ray above the poles of cot."""
    a, b = mp.mpf(float(a)), mp.mpf(float(b))
    ray = mp.expj(angle)

    def integrand(t):
        s = ray * t
        mag = a * s * mp.coth(a * s) if a else mp.mpf(1)
        ele = b * s * mp.cot(b * s) if b else mp.mpf(1)
        return ray * mp.exp(-s) * (mag * ele - 1 - s**2 * (a**2 - b**2) / 3) / s**3

    value = mp.quad(integrand, [0, 2, 5, 10, 20, 40, 70, 110],
                    method='gauss-legendre')
    return complex(-value / (8 * mp.pi**2))


# --- Landau levels and degeneracies from the Dirac Hamiltonian -------------
field, pz, nmax = 0.7, 0.3, 8
raising = np.zeros((nmax, nmax - 1))
for n in range(nmax - 1):
    raising[n + 1, n] = np.sqrt(n + 1)
off = np.sqrt(2 * field) * raising
sigma_pi = np.block([[pz * np.eye(nmax), off], [off.T, -pz * np.eye(nmax - 1)]])
one = np.eye(2 * nmax - 1)
levels = np.linalg.eigvalsh(np.block([[one, sigma_pi], [sigma_pi, -one]]))
positive = np.sort(levels[levels > 0])
expected = [np.sqrt(1 + pz**2 + 2 * n * field)
            for n in range(nmax) for _ in range(1 if n == 0 else 2)]
assert np.allclose(positive, expected, atol=1e-12)

# --- Euclidean spin states: all four sign pairs occur once -----------------
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1, -1]).astype(complex)
gam = [np.kron(s1, s1), np.kron(s1, s2), np.kron(s1, s3), np.kron(s2, np.eye(2))]
for i in range(4):
    for j in range(4):
        assert np.allclose(gam[i] @ gam[j] + gam[j] @ gam[i], 2 * (i == j) * np.eye(4))
spin12, spin34 = -1j * gam[0] @ gam[1], -1j * gam[2] @ gam[3]
assert np.allclose(spin12 @ spin34, spin34 @ spin12)
assert np.allclose(np.linalg.eigvalsh(2 * spin12 + spin34), [-3, -1, 1, 3])

# --- Explicit sum over both ladders and spins gives coth * coth ------------
B1, F1, s_test = 0.7, 0.4, 0.9
ladder = 2 * np.arange(200) + 1
heat_sum = sum(np.exp(-s_test * (B1 * (ladder[:, None] + u)
                                + F1 * (ladder[None, :] + v))).sum()
               for u in (-1, 1) for v in (-1, 1))
assert abs(heat_sum * np.tanh(B1 * s_test) * np.tanh(F1 * s_test) - 1) < 1e-12

# --- Sixth-order magnetic coefficient from the filled Dirac sea ------------
# Third derivative in m^2 of the sea sum converges; momentum integral first.
A = 1.7
p_int = quad(lambda p: 3 / 8 * (p * p + A)**-2.5 / (2 * PI), -np.inf, np.inf)[0]
assert abs(p_int * 4 * PI * A**2 - 1) < 1e-8


def sea_third_derivative(Bf):
    # level weights 1, 2, 2, ...; zeta(2, q) = sum of (n + q)^-2
    total = 2 * mp.zeta(2, 1 / (2 * Bf)) / (2 * Bf)**2 - 1
    return Bf / (2 * mp.pi) * total / (4 * mp.pi)


nodes = [mp.mpf(k) / 200 for k in range(1, 10)]
vander = mp.matrix(9, 9)
rhs = mp.matrix(9, 1)
for i, Bf in enumerate(nodes):
    rhs[i] = sea_third_derivative(Bf)
    for j in range(9):
        vander[i, j] = Bf**(2 * j)
sea_coeff = mp.lu_solve(vander, rhs)
# (d/dm^2)^3 of m^-8 is -120 at m = 1, of m^-4 it is -24
sea_c4 = float(sea_coeff[2] / -24)
sea_c6 = float(sea_coeff[3] / -120)
assert abs(sea_c4 / fourth_order(-1.0, 0.0) - 1) < 1e-6
assert abs(sea_c6 / sixth_order(-1.0, 0.0) - 1) < 1e-5

# --- Symbolic series, exchange symmetry and factorization ------------------
x, y, t = sp.symbols('x y t')
coth_ser = sp.series(t * sp.cosh(t) / sp.sinh(t), t, 0, 8).removeO()
cot_ser = sp.series(t * sp.cos(t) / sp.sin(t), t, 0, 8).removeO()
product = sp.expand(coth_ser.subs(t, x * t) * cot_ser.subs(t, y * t))
order2, order4, order6 = [product.coeff(t, k) for k in (2, 4, 6)]
assert sp.expand(order2 - (x**2 - y**2) / 3) == 0
assert sp.expand(order4 + ((x**2 - y**2)**2 + 7 * x**2 * y**2) / 45) == 0
assert sp.expand(order6 - (x**2 - y**2)
                 * (2 * (x**2 - y**2)**2 + 13 * x**2 * y**2) / 945) == 0
assert sp.expand(order6 + order6.subs({x: y, y: x}, simultaneous=True)) == 0
moment = quad(lambda s: s**3 * np.exp(-s), 0, np.inf)[0]
assert abs(moment - 6) < 1e-7


# --- Non-parallel fields: matrix functions of the field tensor -------------
def kernel_coefficients(E, B, radius=0.5, count=64):
    """Taylor coefficients in s of orbital determinant times spin trace."""
    F = np.array([[0, E[0], E[1], E[2]], [E[0], 0, B[2], -B[1]],
                  [E[1], -B[2], 0, B[0]], [E[2], B[1], -B[0], 0]])
    lam = np.linalg.eigvals(F).astype(complex)
    plus = sum((B[k] + 1j * E[k]) * m for k, m in enumerate((s1, s2, s3)))
    minus = sum((B[k] - 1j * E[k]) * m for k, m in enumerate((s1, s2, s3)))
    values = []
    for k in range(count):
        s = radius * np.exp(2j * PI * k / count)
        orbital = 1 / np.sqrt(np.prod(np.sin(lam * s) / (lam * s)))
        spin = (np.trace(expm(s * plus)) + np.trace(expm(s * minus))) / 4
        values.append(orbital * spin)
    return np.fft.fft(values) / count / radius**np.arange(count)


rng = np.random.default_rng(4)
for _ in range(4):
    Er, Br = rng.uniform(-1, 1, 3), rng.uniform(-1, 1, 3)
    Sr, Pr = invariants(Er, Br)
    c = kernel_coefficients(Er, Br)
    assert abs(c[2] + Sr / 3) < 1e-10
    # proper-time moments: integral of s e^-s is 1, of s^3 e^-s is 6
    assert abs(-c[4] / (8 * PI**2) - fourth_order(Sr, Pr)) < 1e-10
    assert abs(-moment * c[6] / (8 * PI**2) - sixth_order(Sr, Pr)) < 1e-9

# --- Magnetic remainder is positive and below the first omitted term -------
Bm = 0.3
L_mag = full_lagrangian(Bm, 0, angle=0.0).real
rem_mag = L_mag - fourth_order(-Bm**2, 0) - sixth_order(-Bm**2, 0)
L8_mag = Bm**8 / (315 * PI**2)
assert 0 < rem_mag < L8_mag

# --- Imaginary part for a pure electric field ------------------------------
Ee = 0.5
im_integral = full_lagrangian(0, Ee).imag
im_sum = Ee**2 / (8 * PI**3) * sum(np.exp(-n * PI / Ee) / n**2 for n in range(1, 30))
assert abs(im_integral / im_sum - 1) < 1e-6

# --- Worked example --------------------------------------------------------
E = np.array([0.06, 0.0, 0.0])
B = np.array([0.08, 0.06, 0.0])
S, P = invariants(E, B)
a, b = parallel_strengths(S, P)
assert abs(a**2 - b**2 + S) < 1e-14 and abs(a * b - abs(P)) < 1e-14
L4, L6 = fourth_order(S, P), sixth_order(S, P)
L_full = full_lagrangian(a, b).real
beyond4 = L_full - L4
miss = beyond4 / L6 - 1
half_full = full_lagrangian(a / 2, b / 2).real
miss_half = (half_full - L4 / 16) / (L6 / 64) - 1
assert abs(miss) < 0.1
assert 3.5 < miss / miss_half < 4.5      # next order is quadratic in the field

alpha = const.alpha
charge = np.sqrt(4 * PI * alpha)
coef4, coef6 = 2 * alpha**2 / 45, 16 * PI * alpha**3 / 315
S_hl, P_hl = S / charge**2, P / charge**2     # actual fields in units of m^2
assert abs(coef4 * (S_hl**2 + 7 * P_hl**2) / L4 - 1) < 1e-12
assert abs(coef6 * S_hl * (2 * S_hl**2 + 13 * P_hl**2) / L6 - 1) < 1e-12
L_maxwell = S_hl / 2

me, c0, hbar, qe = const.m_e, const.c, const.hbar, const.e
E_crit = me**2 * c0**3 / (qe * hbar)
B_crit = E_crit / c0
density = me**4 * c0**5 / hbar**3
# SI Maxwell term must agree with the natural-unit one after conversion
maxwell_SI = const.epsilon_0 / 2 * E_crit**2 * S
assert abs(maxwell_SI / (L_maxwell * density) - 1) < 1e-6

print("fine-structure constant alpha =", f"{alpha:.8f}")
print("coefficient 2 alpha^2/45 (units m^-4) =", f"{coef4:.6e}")
print("coefficient 16 pi alpha^3/315 (units m^-8) =", f"{coef6:.6e}")
print("1/(360 pi^2) =", f"{1 / (360 * PI**2):.6e}")
print("1/(1260 pi^2) =", f"{1 / (1260 * PI**2):.6e}")
print("Dirac-sea B^4 coefficient (m=1, e=1) =", f"{sea_c4:.6e}")
print("Dirac-sea B^6 coefficient (m=1, e=1) =", f"{sea_c6:.6e}")
print("formula  B^6 coefficient -2/(1260 pi^2) =", f"{sixth_order(-1., 0.):.6e}")
print("critical electric field =", f"{E_crit:.4e} V/m")
print("critical magnetic field =", f"{B_crit:.4e} T")
print("energy density unit m^4 =", f"{density:.4e} J/m^3")
print("example E (critical units) =", E.tolist())
print("example B (critical units) =", B.tolist())
print("S = E^2 - B^2 (critical units^2) =", f"{S:.6f}")
print("P = E.B (critical units^2) =", f"{P:.6f}")
print("parallel-frame magnetic strength a =", f"{a:.6f}")
print("parallel-frame electric strength b =", f"{b:.6f}")
print("bracket S^2 + 7 P^2 =", f"{S**2 + 7 * P**2:.6e}")
print("bracket 2 S^2 + 13 P^2 =", f"{2 * S**2 + 13 * P**2:.6e}")
print("Maxwell term (m^4) =", f"{L_maxwell:.6e}")
print("L4 (m^4) =", f"{L4:.6e}")
print("L6 (m^4) =", f"{L6:.6e}")
print("L4 =", f"{L4 * density:.4e} J/m^3")
print("L6 =", f"{L6 * density:.4e} J/m^3")
print("L4 / Maxwell term =", f"{L4 / L_maxwell:.4e}")
print("L6 / L4 =", f"{L6 / L4:.6f}")
print("full one-loop integral, real part (m^4) =", f"{L_full:.8e}")
print("L4 + L6 (m^4) =", f"{L4 + L6:.8e}")
print("full integral minus L4 (m^4) =", f"{beyond4:.6e}")
print("(full - L4)/L6 - 1 =", f"{miss:.6f}")
print("same with both fields halved =", f"{miss_half:.6f}")
print("ratio of these two errors =", f"{miss / miss_half:.4f}")
print("pure magnetic test field (critical units) =", Bm)
print("magnetic remainder after L6 (m^4) =", f"{rem_mag:.4e}")
print("first omitted magnetic term L8 (m^4) =", f"{L8_mag:.4e}")
print("pure electric test field (critical units) =", Ee)
print("Im L from contour integral (m^4) =", f"{im_integral:.6e}")
print("Im L from pole sum (m^4) =", f"{im_sum:.6e}")
print("done: every assertion held")
```

Output:

```
fine-structure constant alpha = 0.00729735
coefficient 2 alpha^2/45 (units m^-4) = 2.366727e-06
coefficient 16 pi alpha^3/315 (units m^-8) = 6.200908e-08
1/(360 pi^2) = 2.814477e-04
1/(1260 pi^2) = 8.041364e-05
Dirac-sea B^4 coefficient (m=1, e=1) = 2.814477e-04
Dirac-sea B^6 coefficient (m=1, e=1) = -1.608273e-04
formula  B^6 coefficient -2/(1260 pi^2) = -1.608273e-04
critical electric field = 1.3233e+18 V/m
critical magnetic field = 4.4140e+09 T
energy density unit m^4 = 1.4218e+24 J/m^3
example E (critical units) = [0.06, 0.0, 0.0]
example B (critical units) = [0.08, 0.06, 0.0]
S = E^2 - B^2 (critical units^2) = -0.006400
P = E.B (critical units^2) = 0.004800
parallel-frame magnetic strength a = 0.094704
parallel-frame electric strength b = 0.050684
bracket S^2 + 7 P^2 = 2.022400e-04
bracket 2 S^2 + 13 P^2 = 3.814400e-04
Maxwell term (m^4) = -3.489593e-02
L4 (m^4) = 5.691999e-08
L6 (m^4) = -1.963071e-10
L4 = 8.0927e+16 J/m^3
L6 = -2.7910e+14 J/m^3
L4 / Maxwell term = -1.6311e-06
L6 / L4 = -0.003449
full one-loop integral, real part (m^4) = 5.67273960e-08
L4 + L6 (m^4) = 5.67236823e-08
full integral minus L4 (m^4) = -1.925934e-10
(full - L4)/L6 - 1 = -0.018918
same with both fields halved = -0.004855
ratio of these two errors = 3.8967
pure magnetic test field (critical units) = 0.3
magnetic remainder after L6 (m^4) = 1.5916e-08
first omitted magnetic term L8 (m^4) = 2.1104e-08
pure electric test field (critical units) = 0.5
Im L from contour integral (m^4) = 1.883001e-06
Im L from pole sum (m^4) = 1.883001e-06
done: every assertion held
```
